**Descent of one adatom from a terrace with extra edge barriers**

The program computes the mean residence time τ = K⁻¹1 and the descent probabilities P^c = K⁻¹e^c. Here K is the negative transient block of the Markov generator, and e^c holds the exit rates through edge kind c. It asserts that closed formulas for a one-dimensional strip agree with linear solves, and that an elimination without subtractions keeps its accuracy at an exit-to-hop ratio of 10⁻¹³, where ordinary LU does not. On a 19-site hexagon it asserts agreement with time integrals of the matrix exponential and with 40,000 simulated trajectories. Further assertions cover the sum rules, the slow-exit limit, the apparent activation energy and the effect of hcp sites. For a 331-site terrace with rough Ag(111) parameters at 130 K, the output gives a residence time of 1.60 ms and a share of 0.856 over the lower-barrier edges. It also shows that 0.01 eV more on both edge barriers multiplies the time by 2.44, while one kink link lowered by 0.05 eV reduces it to 0.45 of its value. The force-threshold estimate in the text is derived there and is not tested by the program.

## Check in Python

```python
"""Descent of one adatom from a finite terrace as an absorbing Markov process.

Result under test: with hop rates w_ij between terrace sites and exit rates
e_i^c through channel c, let K = diag(all outgoing rates) - w. Then
    mean residence time        tau = K^-1 1
    descent probability        P^c = K^-1 e^c
    second moment of the time  2 K^-2 1
    mean time given channel c  (K^-2 e^c) / P^c   (site by site)
The systems are solved by an elimination that never subtracts.
Symbols: k hop rate per direction, s = exp(-extra barrier / kB T),
hop = matrix w, exits = matrix with one column per exit channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm


def solve_positive(hop, exits, sources):
    """Solve K x = sources using only sums, products and quotients."""
    w = np.array(hop, dtype=float)
    leave = exits.sum(axis=1).astype(float)
    b = np.array(sources, dtype=float)
    n = len(w)
    outgoing = np.empty(n)
    for m in range(n - 1, -1, -1):
        outgoing[m] = w[m, :m].sum() + leave[m]
        f = w[:m, m] / outgoing[m]
        w[:m, :m] += np.outer(f, w[m, :m])   # diagonal entries are never read
        leave[:m] += f * leave[m]
        b[:m] += np.outer(f, b[m])
    x = np.zeros_like(b)
    for m in range(n):
        x[m] = (b[m] + w[m, :m] @ x[:m]) / outgoing[m]
    return x


def descent_statistics(hop, exits):
    """Return tau, P, second moment, conditional mean times."""
    first = solve_positive(hop, exits, np.column_stack([np.ones(len(hop)), exits]))
    second = solve_positive(hop, exits, first)
    return first[:, 0], first[:, 1:], 2 * second[:, 0], second[:, 1:] / first[:, 1:]


def k_matrix(hop, exits):
    return np.diag(hop.sum(axis=1) + exits.sum(axis=1)) - hop


def strip(n, alpha, beta):
    """Chain with unit hop rate and end exit rates alpha (left), beta (right)."""
    hop = np.eye(n, k=1) + np.eye(n, k=-1)
    exits = np.zeros((n, 2))
    exits[0, 0], exits[-1, 1] = alpha, beta
    return hop, exits


def strip_formula(n, alpha, beta):
    x = np.arange(n)
    denom = alpha + beta + alpha * beta * (n - 1)
    c = n * (1 + beta * (n - 1) / 2) / denom
    return c + (alpha * c - 0.5) * x - x**2 / 2, beta * (1 + alpha * x) / denom


def hexagon(radius):
    """Sites, neighbour matrix and number of exit links to each edge kind.
    Edge kinds alternate; a link that leaves across a vertex is closed."""
    span = range(-radius, radius + 1)
    sites = [(q, r) for q in span for r in span if abs(q + r) <= radius]
    index = {site: i for i, site in enumerate(sites)}
    links = np.zeros((len(sites), len(sites)))
    edge_links = np.zeros((len(sites), 2))
    for (q, r), i in index.items():
        for dq, dr in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
            target = (q + dq, r + dr)
            if target in index:
                links[i, index[target]] = 1
            else:
                cube = (target[0], target[1], -target[0] - target[1])
                crossed = [v for v in cube if abs(v) > radius]
                if len(crossed) == 1:
                    edge_links[i, 0 if crossed[0] > 0 else 1] += 1
    return index, links, edge_links


# ---- strip: closed forms against the linear solve ----
for n, alpha, beta in ((2, 0.3, 1.0), (7, 0.02, 0.6), (25, 1.4, 0.001)):
    hop, exits = strip(n, alpha, beta)
    K = k_matrix(hop, exits)
    tau_formula, right_formula = strip_formula(n, alpha, beta)
    assert np.allclose(np.linalg.solve(K, np.ones(n)), tau_formula, rtol=1e-9)
    assert np.allclose(np.linalg.solve(K, exits[:, 1]), right_formula, rtol=1e-9)

# ---- tiny exit rate: elimination keeps its digits, ordinary LU does not ----
tiny = 1e-13
hop, exits = strip(20, tiny, tiny)
tau_exact = strip_formula(20, tiny, tiny)[0]
error_positive = np.max(np.abs(descent_statistics(hop, exits)[0] / tau_exact - 1))
tau_lu = np.linalg.solve(k_matrix(hop, exits), np.ones(20))
error_lu = np.max(np.abs(tau_lu / tau_exact - 1))
assert error_positive < 1e-12 and error_lu > 1e-6

# ---- small hexagon: time quadrature of the matrix exponential ----
index, links, edge_links = hexagon(2)
n = len(index)
exits = edge_links * np.array([0.2, 0.05])
tau, P, moment2, tcond = descent_statistics(links, exits)
K = k_matrix(links, exits)
assert np.allclose(np.linalg.inv(K).sum(axis=1), tau, rtol=1e-11)
dt, steps = 0.02, 15000
propagator = expm(-K * dt)
history = np.empty((steps + 1, n, 3))
history[0] = np.column_stack([np.ones(n), exits])
for j in range(steps):
    history[j + 1] = propagator @ history[j]
t = dt * np.arange(steps + 1)
area = simpson(history, x=t, axis=0)
weighted = simpson(history * t[:, None, None], x=t, axis=0)
# tolerance: Simpson error of the fastest decaying modes at this time step
assert np.allclose(area[:, 0], tau, rtol=2e-5)
assert np.allclose(area[:, 1:], P, rtol=2e-5)
assert np.allclose(2 * weighted[:, 0], moment2, rtol=2e-5)
assert np.allclose(weighted[:, 1:] / area[:, 1:], tcond, rtol=5e-5)
rival = 0.05
with_rival = np.column_stack([exits, np.full(n, rival)])
rival_first = descent_statistics(links, with_rival)[1][:, 2]
rival_integral = simpson(rival * np.exp(-rival * t)[:, None] * history[:, :, 0],
                         x=t, axis=0)
assert np.allclose(rival_first, rival_integral, rtol=2e-5)

# ---- the same hexagon: simulated trajectories ----
rng = np.random.default_rng(7)
walkers, start = 40000, index[(2, -1)]
rates = np.column_stack([links, exits])
total = rates.sum(axis=1)
cumulative = np.cumsum(rates, axis=1) / total[:, None]
state, clock = np.full(walkers, start), np.zeros(walkers)
active = np.arange(walkers)
while active.size:
    here = state[active]
    clock[active] += rng.exponential(1 / total[here])
    following = (cumulative[here] <= rng.random(active.size)[:, None]).sum(axis=1)
    state[active] = following
    active = active[following < n]
mc_time, mc_share = clock.mean(), np.mean(state == n)
mc_time_error = np.sqrt((moment2[start] - tau[start]**2) / walkers)
mc_share_error = np.sqrt(P[start, 0] * P[start, 1] / walkers)
assert abs(mc_time - tau[start]) < 5 * mc_time_error
assert abs(mc_share - P[start, 0]) < 5 * mc_share_error
mc_reference = (tau[start], P[start, 0])

# ---- slow-exit limit far below machine precision ----
slow = edge_links * np.array([1e-20, 3e-21])
tau_slow, P_slow = descent_statistics(links, slow)[:2]
assert np.allclose(tau_slow * slow.sum() / n, 1, rtol=1e-12)
assert np.allclose(P_slow, slow.sum(axis=0) / slow.sum(), rtol=1e-12)

# ---- worked example: hexagonal terrace in the regime of Ag on Ag(111) ----
kB = const.k / const.e                       # eV/K
nu, E_hop = 1e12, 0.10                       # 1/s, eV
E_extra = np.array([0.12, 0.14])             # eV, two edge kinds
spacing, radius = 0.289, 10                  # nm, lattice steps
T0, flux = 130.0, 0.01                       # K, monolayers per second
index, links, edge_links = hexagon(radius)
N = len(index)
centre, mid_edge = index[(0, 0)], index[(radius, -radius // 2)]


def terrace(T, shift=0.0):
    k = nu * np.exp(-E_hop / (kB * T))
    return k, k * links, k * edge_links * np.exp(-(E_extra + shift) / (kB * T))


def second_landing(hop, exits):
    channels = np.column_stack([exits, np.full(N, flux * N)])
    return descent_statistics(hop, channels)[1][:, 2].mean()


k, hop, exits = terrace(T0)
tau, P, moment2, tcond = descent_statistics(hop, exits)
mean_tau = tau.mean()
well_mixed = N / exits.sum()
spread = np.sqrt(moment2[centre] - tau[centre]**2) / tau[centre]
assert np.allclose(P.sum(axis=1), 1, rtol=1e-11)
assert np.isclose((exits.sum(axis=1) * tau).sum(), N, rtol=1e-10)
assert np.allclose(P.mean(axis=0), exits.T @ tau / N, rtol=1e-10)
assert abs(mean_tau / well_mixed - 1) < 1e-3

free_exits = k * edge_links
tau_free, P_free = descent_statistics(hop, free_exits)[:2]

# apparent activation energy from a finite temperature difference
T_low, T_high = T0 - 0.5, T0 + 0.5
log_ratio = np.log(descent_statistics(*terrace(T_low)[1:])[0].mean()
                   / descent_statistics(*terrace(T_high)[1:])[0].mean())
E_apparent = log_ratio / (1 / (kB * T_low) - 1 / (kB * T_high))
E_predicted = E_hop + P.mean(axis=0) @ E_extra
assert abs(E_apparent - E_predicted) < 1e-4

# ---- neglected effects, sized for the example ----
p_second = second_landing(hop, exits)


def one_changed_link(extra_barrier):
    changed = exits.copy()
    changed[mid_edge, 0] += k * (np.exp(-extra_barrier / (kB * T0))
                                 - np.exp(-E_extra[0] / (kB * T0)))
    return descent_statistics(hop, changed)[0].mean(), N / changed.sum()


kink_drop = 0.05
tau_kink, _ = one_changed_link(E_extra[0] - kink_drop)
tau_open, mixed_open = one_changed_link(0.0)
assert tau_open > 1.2 * mixed_open           # search for the exit takes time

# hcp sites between three fcc sites, higher in energy by hcp_energy
hcp_energy = 0.01
triangles = [(index[(q, r)], index[(q + 1, r)], index[(q, r + 1)])
             for q, r in index if (q + 1, r) in index and (q, r + 1) in index]
M = N + len(triangles)
hop_both, exits_both = np.zeros((M, M)), np.zeros((M, 2))
exits_both[:N] = exits
for h, corners in enumerate(triangles, start=N):
    for i in corners:
        hop_both[i, h] = k
        hop_both[h, i] = k * np.exp(hcp_energy / (kB * T0))
weight = np.ones(M)
weight[N:] = np.exp(-hcp_energy / (kB * T0))
tau_both, P_both = descent_statistics(hop_both, exits_both)[:2]
assert np.isclose((weight * exits_both.sum(axis=1)) @ tau_both, weight.sum(), rtol=1e-9)
assert np.allclose(weight @ P_both, (weight * tau_both) @ exits_both, rtol=1e-9)
hcp_factor = tau_both[:N].mean() / mean_tau
# tolerance: the reservoir estimate leaves out the short search time
assert abs(hcp_factor / (weight.sum() / N) - 1) < 5e-3

tau_shift = descent_statistics(*terrace(T0, 0.01)[1:])[0].mean()
binding = 2.0                                # eV, rough adatom binding
desorbed = mean_tau * nu * np.exp(-binding / (kB * T0))
wigner = 1 + (const.h * nu / (const.k * T0))**2 / 24
crossover = const.h * nu / (2 * np.pi * const.k)

# ---- printed numbers ----
hop3, exits3 = strip(3, 0.5, 0.25)
tau3, P3, _, tcond3 = descent_statistics(hop3, exits3)
print("Three-site strip, k=1, alpha=0.5, beta=0.25 (times in 1/k)")
for i, row in enumerate(np.linalg.inv(k_matrix(hop3, exits3))):
    print(f" G row {i+1}: " + " ".join(f"{v:.4f}" for v in row))
print(" tau: " + " ".join(f"{v:.4f}" for v in tau3))
print(" P right: " + " ".join(f"{v:.4f}" for v in P3[:, 1]))
print(" time given left exit: " + " ".join(f"{v:.4f}" for v in tcond3[:, 0]))
print(" time given right exit: " + " ".join(f"{v:.4f}" for v in tcond3[:, 1]))
print(f"20-site strip, exit/hop ratio {tiny:.0e}: largest relative error")
print(f" subtraction-free {error_positive:.1e}, ordinary LU {error_lu:.1e}")
print(f"19-site hexagon, exit rates 0.2k and 0.05k, {walkers} trajectories")
print(f" time: solve {mc_reference[0]:.4f}, simulated {mc_time:.4f}"
      f" +- {mc_time_error:.4f} 1/k")
print(f" P kind 1: solve {mc_reference[1]:.4f}, simulated {mc_share:.4f}"
      f" +- {mc_share_error:.4f}")
print(f"Terrace: {N} sites, {2*radius*spacing:.2f} nm corner to corner")
print(f" exit links per edge kind: {edge_links[:,0].sum():.0f},"
      f" {edge_links[:,1].sum():.0f}")
print(f" T = {T0:.0f} K, kB T = {kB*T0:.6f} eV, nu = {nu:.0e} 1/s")
print(f" hop barrier {E_hop:.2f} eV, extra {E_extra[0]:.2f} and {E_extra[1]:.2f} eV")
print(f" hop rate per direction k = {k:.4e} 1/s")
s_values = np.exp(-E_extra / (kB * T0))
print(f" s = {s_values[0]:.4e} (kind 1), {s_values[1]:.4e} (kind 2)")
lengths = spacing * (1 / s_values - 1)
print(f" added lengths a(1/s-1) = {lengths[0]:.4e}, {lengths[1]:.4e} nm")
print(f" sum of exit rates = {exits.sum():.4e} 1/s")
print(f" residence time, uniform landing = {mean_tau*1e3:.5f} ms")
print(f" start at centre {tau[centre]*1e3:.5f}, mid-edge kind 1"
      f" {tau[mid_edge]*1e3:.5f} ms")
print(f" slow-exit estimate N/sum(e) = {well_mixed*1e3:.5f} ms")
print(f" standard deviation / mean (centre) = {spread:.5f}")
print(f" P kind 1: uniform {P[:,0].mean():.5f}, centre {P[centre,0]:.5f},"
      f" mid-edge {P[mid_edge,0]:.5f}")
print(f" without extra barriers: time {tau_free.mean()*1e9:.2f} ns")
print(f" without: P kind 1 centre {P_free[centre,0]:.4f},"
      f" mid-edge {P_free[mid_edge,0]:.4f}")
print(f" apparent activation energy {E_apparent:.5f}, predicted {E_predicted:.5f} eV")
print("Temperature table: T (K), time (ms), P kind 1, P second landing")
for T in (110.0, 130.0, 150.0):
    _, hop_T, exits_T = terrace(T)
    tau_T, P_T = descent_statistics(hop_T, exits_T)[:2]
    print(f" {T:.0f}  {tau_T.mean()*1e3:.4e}  {P_T[:,0].mean():.4f}"
          f"  {second_landing(hop_T, exits_T):.3e}")
print(f"Neglected effects at {T0:.0f} K")
print(f" flux {flux} ML/s: mean wait for next landing {1/(flux*N):.4f} s")
print(f" probability of a second landing before descent {p_second:.5f}")
print(f" one kink link lower by {kink_drop} eV: time x {tau_kink/mean_tau:.4f}")
print(f" one link with no extra barrier: time {tau_open*1e6:.3f} us,"
      f" N/sum(e) {mixed_open*1e6:.3f} us")
print(f" {len(triangles)} hcp sites, {hcp_energy} eV higher: time x {hcp_factor:.4f}")
print(f" both extra barriers +0.01 eV: time x {tau_shift/mean_tau:.4f}")
print(f" desorption at rough binding {binding:.1f} eV: probability {desorbed:.1e}")
print(f" tunnelling: rate factor {wigner:.4f}, crossover {crossover:.2f} K")
print("finished without a failed check")
```

Output:

```
Three-site strip, k=1, alpha=0.5, beta=0.25 (times in 1/k)
 G row 1: 1.5000 1.2500 1.0000
 G row 2: 1.2500 1.8750 1.5000
 G row 3: 1.0000 1.5000 2.0000
 tau: 3.7500 4.6250 4.5000
 P right: 0.2500 0.3750 0.5000
 time given left exit: 3.2083 4.5750 5.3750
 time given right exit: 5.3750 4.7083 3.6250
20-site strip, exit/hop ratio 1e-13: largest relative error
 subtraction-free 3.6e-15, ordinary LU 8.0e-04
19-site hexagon, exit rates 0.2k and 0.05k, 40000 trajectories
 time: solve 6.2121, simulated 6.2447 +- 0.0327 1/k
 P kind 1: solve 0.8131, simulated 0.8131 +- 0.0019
Terrace: 331 sites, 5.78 nm corner to corner
 exit links per edge kind: 60, 60
 T = 130 K, kB T = 0.011203 eV, nu = 1e+12 1/s
 hop barrier 0.10 eV, extra 0.12 and 0.14 eV
 hop rate per direction k = 1.3282e+08 1/s
 s = 2.2279e-05 (kind 1), 3.7372e-06 (kind 2)
 added lengths a(1/s-1) = 1.2972e+04, 7.7330e+04 nm
 sum of exit rates = 2.0732e+05 1/s
 residence time, uniform landing = 1.59663 ms
 start at centre 1.59668, mid-edge kind 1 1.59654 ms
 slow-exit estimate N/sum(e) = 1.59656 ms
 standard deviation / mean (centre) = 0.99996
 P kind 1: uniform 0.85635, centre 0.85635, mid-edge 0.85636
 without extra barriers: time 66.46 ns
 without: P kind 1 centre 0.5000, mid-edge 0.8958
 apparent activation energy 0.22287, predicted 0.22287 eV
Temperature table: T (K), time (ms), P kind 1, P second landing
 110  5.9093e+01  0.8919  1.636e-01
 130  1.5966e+00  0.8563  5.257e-03
 150  1.1211e-01  0.8245  3.709e-04
Neglected effects at 130 K
 flux 0.01 ML/s: mean wait for next landing 0.3021 s
 probability of a second landing before descent 0.00526
 one kink link lower by 0.05 eV: time x 0.4499
 one link with no extra barrier: time 4.014 us, N/sum(e) 2.488 us
 300 hcp sites, 0.01 eV higher: time x 1.3713
 both extra barriers +0.01 eV: time x 2.4415
 desorption at rough binding 2.0 eV: probability 4.7e-69
 tunnelling: rate factor 1.0057, crossover 7.64 K
finished without a failed check
```
